# Extreme Anomalous Skin Effect: Specular Impedance Is 8/9 of Diffuse: a program that tests the result

```python
"""Extreme anomalous skin effect of a metallic half-space z > 0.

Result under test: for mean free path l -> infinity the surface impedance
Z = E(0)/H(0), time factor exp(-i w t), obeys Z_specular / Z_diffuse = 8/9, with
  Z_diffuse  = w mu0 * sqrt(3)/(2 beta)     * exp(-i pi/3)
  Z_specular = w mu0 * 4/(3 sqrt(3) beta)   * exp(-i pi/3)
  beta^3     = w mu0 * 3 pi sigma0/(4 l)    (= w kF^2/c^2 in atomic units).
Dimensionless work uses lengths in 1/beta; lam = beta*l; L = -E(0)/E'(0);
Z = -i w mu0 L.  kappa(q) = -i w mu0 sigma(q) is the nonlocal response.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import expn

pi = np.pi


def conductivity_shape(x):
    """sigma(q)/sigma0 as a function of x = q*l (real or complex)."""
    x = np.asarray(x)
    small = np.abs(x) < 0.05
    xs = np.where(small, 1.0, x)
    full = 1.5 * ((1 + xs**2) * np.arctan(xs) - xs) / xs**3
    xt = np.where(small, x, 0.0)
    series = sum(3 * (-1)**n * xt**(2*n) / ((2*n + 1) * (2*n + 3))
                 for n in range(6))
    return np.where(small, series, full)


def response(q, lam):
    return -1j * 4 * lam / (3 * pi) * conductivity_shape(q * lam)


LOGQ = np.linspace(-30, 30, 6001)
Q = np.exp(LOGQ)
DU = LOGQ[1] - LOGQ[0]


def lengths(kappa):
    """Specular and diffuse L from the two wavenumber integrals."""
    specular = 2 / pi * np.sum(Q / (Q**2 + kappa)) * DU
    diffuse = pi / (np.sum(Q * np.log1p(kappa / Q**2)) * DU)
    return specular, diffuse


def real_space_solution(lam, specular, cells=600):
    """Finite-volume solution of E'' + i int K E = 0 with E'(0) = -1."""
    edges = np.sinh(np.linspace(0, np.arcsinh(6 * lam), cells + 1))
    centre = 0.5 * (edges[1:] + edges[:-1])

    def psi(d):  # even second antiderivative of the scaled kernel
        s = d / lam
        return lam**2 / pi * (expn(3, s) - expn(5, s) + 2 * s / 3)

    def corner_sum(p):
        return p[1:, 1:] - p[1:, :-1] - p[:-1, 1:] + p[:-1, :-1]

    coupling = -corner_sum(psi(np.abs(edges[:, None] - edges[None, :])))
    if specular:
        coupling = coupling + corner_sum(psi(edges[:, None] + edges[None, :]))
    matrix = 1j * coupling
    inv_gap = 1 / np.diff(centre)
    i = np.arange(cells - 1)
    matrix[i, i] -= inv_gap
    matrix[i + 1, i + 1] -= inv_gap
    matrix[i, i + 1] += inv_gap
    matrix[i + 1, i] += inv_gap
    matrix[-1, -1] -= 1 / (edges[-1] - centre[-1])
    source = np.zeros(cells, complex)
    source[0] = -1
    field = np.linalg.solve(matrix, source)
    return field[0] + centre[0], centre, np.diff(edges), field


# --- Kernel against a discretized Boltzmann equation (l = sigma0 = 1) ---
def trial_field(z):
    return np.exp(-2 * z) * (1 + z)


nodes, weights = np.polynomial.legendre.leggauss(24)
mu, wmu = 0.5 * (nodes + 1), 0.5 * weights
step, nsteps, probe = 0.002, 5000, 150
ez = trial_field(step * np.arange(nsteps + 1))


def march(start, samples):
    g = np.zeros((len(samples), len(mu)))
    g[0] = start
    r = mu / step
    for k in range(len(samples) - 1):
        drive = 0.5 * (samples[k] + samples[k + 1])
        g[k + 1] = ((r - 0.5) * g[k] + drive) / (r + 0.5)
    return g


toward_wall = march(0.0, ez[::-1])[::-1]
zp = step * probe


def kernel(d):
    return 0.75 * (expn(1, d) - expn(3, d))


for p in (0, 1):
    away = march(p * toward_wall[0], ez)
    j_boltz = 0.75 * np.sum(wmu * (1 - mu**2)
                            * (away[probe] + toward_wall[probe]))
    j_kernel = sum(quad(lambda s: kernel(abs(zp - s)) * trial_field(s),
                        a, b, limit=200)[0] for a, b in ((0, zp), (zp, 12)))
    j_kernel += p * quad(lambda s: kernel(zp + s) * trial_field(s), 0, 12)[0]
    assert abs(j_boltz / j_kernel - 1) < 5e-4

# --- Fourier transform of the kernel, and bounds used for the limit ---
for qq in (0.7, 2.5):
    ft = 2 * sum(quad(lambda s: np.cos(qq * s) * kernel(s), a, b,
                      limit=200)[0] for a, b in ((0, 1), (1, 40)))
    assert abs(ft - conductivity_shape(qq)) < 1e-6
xg = np.logspace(-4, 5, 2000)
shape = conductivity_shape(xg)
assert np.all(shape <= 3 * pi / (4 * xg))
assert np.all(shape >= 0.85 * np.minimum(1, 1 / xg))

# --- Closed forms in the extreme limit against quadrature ---
rot = np.exp(1j * pi / 6)
ls_closed, ld_closed = 4 / (3 * np.sqrt(3)) * rot, np.sqrt(3) / 2 * rot
ls_lim, ld_lim = lengths(-1j / Q)
assert abs(ls_lim - ls_closed) < 1e-8 and abs(ld_lim - ld_closed) < 1e-8
assert abs(ls_lim / ld_lim - 8 / 9) < 1e-8
deviation = []
for lam in (1e2, 1e4, 1e6):
    a, b = lengths(response(Q, lam))
    deviation.append(abs(a / b - 8 / 9))
assert deviation[0] > deviation[1] > deviation[2] and deviation[2] < 1e-4

# --- Both wavenumber formulas against the real-space solution ---
# Tolerance 3e-3: second-order mesh error with first cell about 0.01-0.02.
worst = 0.0
for lam in (10.0, 1000.0):
    ls_f, ld_f = lengths(response(Q, lam))
    ls_r = real_space_solution(lam, True)[0]
    ld_r, xc, hc, fld = real_space_solution(lam, False)
    worst = max(worst, abs(ls_r / ls_f - 1), abs(ld_r / ld_f - 1))
    if lam == 10.0:  # whole diffuse field, through its Laplace transform
        y = 0.7
        lap_r = np.sum(fld * hc * np.exp(-y * xc))
        expo = np.sum(Q * np.log1p(response(Q, lam) / Q**2)
                      / (Q**2 + y**2)) * DU
        lap_f = ld_f / y * np.exp(-y / pi * expo)
        assert abs(lap_r / lap_f - 1) < 5e-3
assert worst < 3e-3
ratio_real_space = ls_r / ld_r
assert abs(ratio_real_space - 8 / 9) < 1e-2

# --- Worked example: thick pure copper line at 4 K, rough values ---
fermi_ev, freq, mfp, mfp_room = 7.0, 10e9, 5000e-9, 40e-9
thick, temp, rough = 20e-6, 4.0, 1e-9
omega = 2 * pi * freq
kf = np.sqrt(2 * sc.m_e * fermi_ev * sc.e) / sc.hbar
vf = sc.hbar * kf / sc.m_e
density = kf**3 / (3 * pi**2)
sigma0 = density * sc.e**2 * mfp / (sc.m_e * vf)
beta = (omega * sc.mu_0 * 3 * pi * sigma0 / (4 * mfp))**(1 / 3)
bohr = sc.physical_constants['Bohr radius'][0]
hartree = sc.physical_constants['Hartree energy'][0]
beta_au = (sc.hbar * omega / hartree * (kf * bohr)**2
           * sc.fine_structure**2)**(1 / 3)
assert abs(beta_au / bohr / beta - 1) < 1e-6
wt = omega * mfp / vf
lam = beta * mfp
scale = -1j * omega * sc.mu_0 / beta * 1e3  # milliohm per unit of L*beta
zs, zd = scale * ls_closed, scale * ld_closed
ls_a, ld_a = lengths(response(Q, lam / (1 - 1j * wt)))
zs_a, zd_a = scale * ls_a, scale * ld_a
wt_room = omega * mfp_room / vf
ls_h, ld_h = lengths(response(Q, beta * mfp_room / (1 - 1j * wt_room)))
zs_h, zd_h = scale * ls_h, scale * ld_h
assert zs.real > 0 and zs.imag < 0
r_classical = np.sqrt(omega * sc.mu_0 / (2 * sigma0)) * 1e3
back = []
for mirror in (True, False):
    e0, xc, hc, fld = real_space_solution(lam, mirror)
    back.append(abs(np.interp(beta * thick, xc, fld.real)
                    + 1j * np.interp(beta * thick, xc, fld.imag)) / abs(e0))


def angular_weight(m):
    return (1 - m**2) / (1 + (lam * m)**2)


near = quad(angular_weight, 0, 3 / lam)[0]
share = near / (near + quad(angular_weight, 3 / lam, 1)[0])
phase = 2 * kf * rough / lam
b_bend = 8 * sc.hbar * kf / (sc.e * beta * mfp**2)


def show(label, value, unit=''):
    print(f'{label}: {value} {unit}'.rstrip())


def cplx(z):
    return f'{z.real:.3f} {z.imag:+.3f}i'


show('Limit beta*L specular', cplx(ls_lim))
show('Limit beta*L diffuse', cplx(ld_lim))
show('Limit ratio specular/diffuse', f'{abs(ls_lim/ld_lim):.6f}')
show('8/9', f'{8/9:.6f}')
for v, d in zip((1e2, 1e4, 1e6), deviation):
    show(f'|ratio - 8/9| at beta*l = {v:.0e}', f'{d:.2e}')
show('Real-space ratio at beta*l = 1000', cplx(ratio_real_space))
show('Largest relative gap, real space vs formulas', f'{worst:.1e}')
show('Fermi energy (input)', f'{fermi_ev:.1f}', 'eV')
show('Frequency (input)', f'{freq/1e9:.0f}', 'GHz')
show('Mean free path at 4 K (input)', f'{mfp*1e9:.0f}', 'nm')
show('Mean free path at room temperature (input)', f'{mfp_room*1e9:.0f}', 'nm')
show('Line thickness (input)', f'{thick*1e6:.0f}', 'um')
show('Fermi wavenumber', f'{kf*1e-9:.2f}', '1/nm')
show('Fermi velocity', f'{vf:.3e}', 'm/s')
show('Resistivity at 4 K', f'{1e8/sigma0:.4f}', 'microohm cm')
show('Anomalous length 1/beta', f'{1e9/beta:.1f}', 'nm')
show('1/beta in atomic units', f'{1/beta_au:.0f}', 'bohr')
show('beta*l at 4 K', f'{lam:.2f}')
show('omega*tau at 4 K', f'{wt:.3f}')
show('Limit Z diffuse', cplx(zd), 'milliohm')
show('Limit Z specular', cplx(zs), 'milliohm')
show('Actual l and omega*tau, Z diffuse', cplx(zd_a), 'milliohm')
show('Actual l and omega*tau, Z specular', cplx(zs_a), 'milliohm')
show('Actual resistance ratio', f'{zs_a.real/zd_a.real:.4f}')
show('Actual reactance ratio', f'{zs_a.imag/zd_a.imag:.4f}')
show('Classical local resistance at 4 K', f'{r_classical:.3f}', 'milliohm')
show('beta*l at room temperature', f'{beta*mfp_room:.3f}')
show('Room temperature Z diffuse', cplx(zd_h), 'milliohm')
show('Room temperature Z specular', cplx(zs_h), 'milliohm')
show('Room temperature resistance ratio', f'{zs_h.real/zd_h.real:.4f}')
show('Response share of |mu| < 3/(beta l) at q = beta', f'{share:.3f}')
show('Displacement term (omega/(c beta))^2', f'{(omega/sc.c/beta)**2:.1e}')
show('Thermal smearing kT/E_F at 4 K', f'{sc.k*temp/(fermi_ev*sc.e):.1e}')
show('Quantum nonlocality beta/(2 kF)', f'{beta/(2*kf):.1e}')
show('Z factor if sigma0/l is 20% larger', f'{1.2**(-1/3):.3f}')
show('Half-space |E(20 um)/E(0)| specular, omega*tau=0', f'{back[0]:.1e}')
show('Half-space |E(20 um)/E(0)| diffuse, omega*tau=0', f'{back[1]:.1e}')
show('Roughness (input)', f'{rough*1e9:.0f}', 'nm rms')
show('Specularity at mu = 1/(beta l)', f'{np.exp(-phase**2):.2f}')
show('Specularity at mu = 3/(beta l)', f'{np.exp(-9*phase**2):.4f}')
show('Magnetic field bending paths by 1/beta over l', f'{b_bend:.2f}', 'T')
print('verified')
```

Running it gives:

```
Limit beta*L specular: 0.667 +0.385i
Limit beta*L diffuse: 0.750 +0.433i
Limit ratio specular/diffuse: 0.888889
8/9: 0.888889
|ratio - 8/9| at beta*l = 1e+02: 1.10e-02
|ratio - 8/9| at beta*l = 1e+04: 2.53e-04
|ratio - 8/9| at beta*l = 1e+06: 3.97e-06
Real-space ratio at beta*l = 1000: 0.887 -0.001i
Largest relative gap, real space vs formulas: 5.9e-05
Fermi energy (input): 7.0 eV
Frequency (input): 10 GHz
Mean free path at 4 K (input): 5000 nm
Mean free path at room temperature (input): 40 nm
Line thickness (input): 20 um
Fermi wavenumber: 13.55 1/nm
Fermi velocity: 1.569e+06 m/s
Resistivity at 4 K: 0.0132 microohm cm
Anomalous length 1/beta: 152.7 nm
1/beta in atomic units: 2885 bohr
beta*l at 4 K: 32.75
omega*tau at 4 K: 0.200
Limit Z diffuse: 5.220 -9.041i milliohm
Limit Z specular: 4.640 -8.036i milliohm
Actual l and omega*tau, Z diffuse: 5.631 -9.444i milliohm
Actual l and omega*tau, Z specular: 4.839 -8.206i milliohm
Actual resistance ratio: 0.8593
Actual reactance ratio: 0.8689
Classical local resistance at 4 K: 2.286 milliohm
beta*l at room temperature: 0.262
Room temperature Z diffuse: 25.554 -26.162i milliohm
Room temperature Z specular: 25.525 -25.602i milliohm
Room temperature resistance ratio: 0.9989
Response share of |mu| < 3/(beta l) at q = beta: 0.825
Displacement term (omega/(c beta))^2: 1.0e-09
Thermal smearing kT/E_F at 4 K: 4.9e-05
Quantum nonlocality beta/(2 kF): 2.4e-04
Z factor if sigma0/l is 20% larger: 0.941
Half-space |E(20 um)/E(0)| specular, omega*tau=0: 2.0e-06
Half-space |E(20 um)/E(0)| diffuse, omega*tau=0: 2.3e-06
Roughness (input): 1 nm rms
Specularity at mu = 1/(beta l): 0.50
Specularity at mu = 3/(beta l): 0.0021
Magnetic field bending paths by 1/beta over l: 0.44 T
verified
```
